# Power needed to keep a small phase-change sphere hot: verification in Python

```python
"""
Steady power needed to keep a sphere hot in a matrix, with a resistive boundary.
Result under test:  P = 4 pi K D a^2 / (a + K r)
  a  sphere radius (m)            K  matrix conductivity (W/m/K)
  r  boundary resistance (m^2 K/W)
  D  rise of the sphere's own surface above ambient (K)
  P  total heating power (W), uniform over the sphere's volume
P goes as a for a >> K r and as a^2 for a << K r; the two laws meet at a = K r.
The reference side is a finite-volume solution of the heat equation.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import brentq
from scipy.special import erfcx

# Rough typical values: Ge-Sb-Te inclusion in silica
K = 1.4               # matrix conductivity, W/m/K
r = 20e-9             # boundary resistance, m^2 K/W
Ks = 1.0              # conductivity of the hot sphere, W/m/K
ambient = 300.0       # K
D = 600.0             # rise to melting, K
beta = 6e-4           # relative growth of matrix conductivity, 1/K
heat_matrix = 1.65e6  # heat capacity of matrix, J/m^3/K
heat_sphere = 1.3e6   # heat capacity of sphere, J/m^3/K
latent = 7e8          # latent heat of melting, J/m^3
mean_free_path = 1e-9     # heat carriers in the glass, m
lead_K, lead_radius, lead_length = 20.0, 10e-9, 100e-9  # two metal leads
shell_radius = 200e-9     # cold shell standing for a finite matrix, m
pulse = 50e-9             # pulse length, s


def power_law(a, K=K, r=r):
    return 4 * np.pi * K * D * a**2 / (a + K * r)


def tridiagonal_solve(diagonal, links, source):
    bands = np.zeros((2, len(diagonal)))
    bands[0, 1:] = -links
    bands[1] = diagonal
    return solveh_banded(bands, source)


def numerical_sphere(a, r=r, Ks=Ks, reach=1e5, n_in=400, n_out=3000):
    """Finite volumes for sphere + boundary + matrix out to reach*a."""
    e_in = np.linspace(0, a, n_in + 1)
    e_out = a * np.geomspace(1, reach, n_out + 1)
    c_in, c_out = (e_in[1:] + e_in[:-1]) / 2, (e_out[1:] + e_out[:-1]) / 2
    area = 4 * np.pi * a**2
    g_in = 4 * np.pi * e_in[1:-1]**2 * Ks / np.diff(c_in)
    g_out = 4 * np.pi * e_out[1:-1]**2 * K / np.diff(c_out)
    half_in = (a - c_in[-1]) / (Ks * area)
    half_out = (c_out[0] - a) / (K * area)
    g_boundary = 1 / (half_in + r / area + half_out)
    links = np.concatenate([g_in, [g_boundary], g_out])
    g_ambient = 4 * np.pi * e_out[-1]**2 * K / (e_out[-1] - c_out[-1])
    diagonal = np.zeros(n_in + n_out)
    diagonal[:-1] += links
    diagonal[1:] += links
    diagonal[-1] += g_ambient
    source = np.zeros(n_in + n_out)
    source[:n_in] = np.diff(e_in**3) / a**3          # one watt in total
    T = tridiagonal_solve(diagonal, links, source)
    hot_side, cold_side = T[n_in - 1] - half_in, T[n_in] + half_out
    return {"power": D / hot_side,
            "fraction": (hot_side - cold_side) / hot_side,
            "centre_excess": D * (T[0] - hot_side) / hot_side,
            "power_centre": D / T[0],
            "surface_coldest": bool(np.all(T[:n_in] > hot_side))}


def numerical_exponent(a, r=r):
    up = numerical_sphere(a * 1.01, r=r)["power"]
    down = numerical_sphere(a / 1.01, r=r)["power"]
    return np.log(up / down) / (2 * np.log(1.01))


a_cross = K * r
factors = np.array([0.1, 0.25, 0.5, 1, 2, 4, 10])

# Power, exponent and boundary fraction against the numerical solution
rows, worst = [], 0.0
for a in factors * a_cross:
    sol = numerical_sphere(a)
    n = numerical_exponent(a)
    fraction = K * r / (a + K * r)
    worst = max(worst, abs(sol["power"] / power_law(a) - 1))
    assert abs(sol["fraction"] - fraction) < 1e-4
    assert abs(n - (1 + fraction)) < 2e-4
    assert sol["surface_coldest"]
    rows.append((a, power_law(a), n, sol["fraction"]))
assert worst < 1e-4
coarse = numerical_sphere(a_cross, n_in=200, n_out=1500)["power"]
fine = numerical_sphere(a_cross)["power"]
mesh_shift = abs(coarse / fine - 1)
assert mesh_shift < 1e-4

# The surface criterion does not depend on the sphere's inner conductivity
for other_Ks in (0.2, 20.0):
    other = numerical_sphere(a_cross, Ks=other_Ks)["power"]
    assert abs(other / power_law(a_cross) - 1) < 1e-4

# Without boundary resistance the exponent stays 1 even for a small sphere
exponent_no_r = numerical_exponent(0.1 * a_cross, r=0.0)
assert abs(exponent_no_r - 1) < 1e-4


def meeting_radius(power):
    """Radius where the large-a law (P/a) and small-a law (P/a^2) meet."""
    big, small = 1e4 * a_cross, 1e-4 * a_cross
    return (power(big) / big) / (power(small) / small**2)


meet_surface = meeting_radius(lambda a: numerical_sphere(a)["power"])
assert abs(meet_surface / a_cross - 1) < 5e-4
meet_centre = meeting_radius(lambda a: numerical_sphere(a)["power_centre"])
a_cross_centre = r / (1 / K + 1 / (2 * Ks))
assert abs(meet_centre / a_cross_centre - 1) < 5e-4

P0 = power_law(a_cross)
centre_excess = P0 / (8 * np.pi * Ks * a_cross)
centre_num = numerical_sphere(a_cross)["centre_excess"]
assert abs(centre_num / centre_excess - 1) < 1e-3


# Matrix conductivity K*(1 + beta*rise): closed form against shooting
def power_varying_K(a):
    k = K * r / a
    # stable root of (k*beta/2) x^2 + (1+k) x - D = 0
    x = 2 * D / ((1 + k) + np.sqrt((1 + k)**2 + 2 * k * beta * D))
    return 4 * np.pi * a * K * (x + beta * x**2 / 2)


def power_varying_K_shooting(a):
    def mismatch(scale):
        P = scale * power_law(a)
        run = solve_ivp(
            lambda s, T: P / (4 * np.pi * a * K * (1 + beta * T)),
            (0, 1), [0.0], rtol=1e-9, atol=1e-9)      # s = a / radius
        return run.y[0, -1] + P * r / (4 * np.pi * a**2) - D
    return brentq(mismatch, 0.9, 1.1 + beta * D) * power_law(a)


for a in (0.1 * a_cross, a_cross, 10 * a_cross):
    assert abs(power_varying_K_shooting(a) / power_varying_K(a) - 1) < 1e-6
a_cross_varying = K * (1 + beta * D / 2) * r
meet_varying = meeting_radius(power_varying_K_shooting)
assert abs(meet_varying / a_cross_varying - 1) < 5e-4

# Cold shell at a finite radius
P_shell = 4 * np.pi * D / ((1 / a_cross - 1 / shell_radius) / K
                           + r / a_cross**2)
P_shell_num = numerical_sphere(a_cross, reach=shell_radius / a_cross)["power"]
assert abs(P_shell_num / P_shell - 1) < 1e-4

# Heat flow after the sphere is suddenly held at the rise D
diffusivity = K / heat_matrix


def transient_excess(a, t):
    x = (1 / a + 1 / (K * r)) * np.sqrt(diffusivity * t)
    return a / (K * r) * erfcx(x)


def transient_numerical(a, times, cells=700, reach=200):
    edges = a * np.geomspace(1, reach, cells + 1)
    centres = (edges[1:] + edges[:-1]) / 2
    capacity = heat_matrix * 4 * np.pi / 3 * np.diff(edges**3)
    links = 4 * np.pi * edges[1:-1]**2 * K / np.diff(centres)
    g_hot = 4 * np.pi * a**2 / (r + (centres[0] - a) / K)
    g_cold = 4 * np.pi * edges[-1]**2 * K / (edges[-1] - centres[-1])
    diagonal = np.zeros(cells)
    diagonal[:-1] += links
    diagonal[1:] += links
    diagonal[0] += g_hot
    diagonal[-1] += g_cold
    source = np.zeros(cells)
    source[0] = g_hot * D
    final = tridiagonal_solve(diagonal, links, source)
    root = np.sqrt(capacity)
    rates, modes = eigh_tridiagonal(diagonal / capacity,
                                    -links / (root[:-1] * root[1:]))
    weights = modes.T @ (root * final)
    flows = []
    for t in times:
        first = final[0] - modes[0] @ (np.exp(-rates * t) * weights) / root[0]
        flows.append(g_hot * (D - first))
    return np.array(flows)


times = np.array([0.5e-9, 5e-9, pulse])
for a in (0.5 * a_cross, a_cross):
    expected = power_law(a) * (1 + transient_excess(a, times))
    assert np.allclose(transient_numerical(a, times), expected, rtol=2e-3)

# Simple estimates of other neglected effects, at a = K r
lead_loss = 2 * lead_K * np.pi * lead_radius**2 * D / lead_length
volume = 4 * np.pi / 3 * a_cross**3
warmup_time = volume * (heat_sphere * D + latent) / P0
hot = ambient + D
radiated = 4 * np.pi * a_cross**2 * Stefan_Boltzmann * (hot**4 - ambient**4)

nm, uW, ns = 1e9, 1e6, 1e9
print("INPUTS (rough typical values)")
print(f"matrix conductivity K = {K:.2f} W/(m K)")
print(f"boundary resistance r = {r*1e9:.1f} m^2 K/GW")
print(f"ambient = {ambient:.0f} K, surface rise D = {D:.0f} K")
print(f"sphere conductivity Ks = {Ks:.2f} W/(m K)")
print("RESULTS")
print(f"crossover radius K r = {a_cross*nm:.2f} nm")
print(f"power at a = K r: {P0*uW:.2f} uW")
print("radius (nm), power (uW), numerical exponent, boundary fraction")
for a, P, n, f in rows:
    print(f"{a*nm:8.2f} {P*uW:10.3f} {n:8.4f} {f:8.4f}")
print(f"P(Kr/2)/P(Kr) = {power_law(a_cross/2)/P0:.4f}")
print(f"large-a law at a = K r: {4*np.pi*K*D*a_cross*uW:.2f} uW")
print(f"small-a law at a = K r: {4*np.pi*D*a_cross**2/r*uW:.2f} uW")
print(f"numerical meeting radius of the laws = {meet_surface*nm:.3f} nm")
print(f"exponent at a = 0.1 K r with r removed = {exponent_no_r:.4f}")
print(f"largest relative error of power formula = {worst:.1e}")
print(f"relative shift on halving the mesh = {mesh_shift:.1e}")
print("INSIDE THE SPHERE")
print(f"centre above surface at a = K r: {centre_excess:.1f} K")
print(f"crossover for fixed centre rise = {a_cross_centre*nm:.2f} nm")
print("NEGLECTED EFFECTS at a = K r")
print(f"beta = {beta:.1e} 1/K: power change "
      f"{100*(power_varying_K(a_cross)/P0-1):+.1f} %")
print(f"  crossover with this beta = {a_cross_varying*nm:.2f} nm")
print(f"cold shell at {shell_radius*nm:.0f} nm: power change "
      f"{100*(P_shell/P0-1):+.1f} %")
print(f"leads: K {lead_K:.0f} W/(m K), radius {lead_radius*nm:.0f} nm, "
      f"length {lead_length*nm:.0f} nm")
print(f"  loss through two leads = {lead_loss*uW:.1f} uW, "
      f"{100*lead_loss/P0:.0f} % of P")
print(f"matrix heat capacity = {heat_matrix/1e6:.2f} MJ/(m^3 K)")
print(f"excess heat flow after {pulse*ns:.0f} ns = "
      f"{100*transient_excess(a_cross, pulse):.1f} %")
print(f"sphere heat capacity = {heat_sphere/1e6:.2f} MJ/(m^3 K), "
      f"latent heat = {latent/1e6:.0f} MJ/m^3")
print(f"warm-up and melting energy / P = {warmup_time*ns:.2f} ns")
print(f"black-body radiation / P = {radiated/P0:.1e}")
print(f"mean free path = {mean_free_path*nm:.1f} nm; over radius: "
      f"{mean_free_path/a_cross:.3f} at K r, "
      f"{mean_free_path/(factors[0]*a_cross):.2f} at smallest radius")
print("done: every assertion held")
```

Output:

```
INPUTS (rough typical values)
matrix conductivity K = 1.40 W/(m K)
boundary resistance r = 20.0 m^2 K/GW
ambient = 300 K, surface rise D = 600 K
sphere conductivity Ks = 1.00 W/(m K)
RESULTS
crossover radius K r = 28.00 nm
power at a = K r: 147.78 uW
radius (nm), power (uW), numerical exponent, boundary fraction
    2.80      2.687   1.9091   0.9091
    7.00     14.778   1.8000   0.8000
   14.00     49.260   1.6667   0.6667
   28.00    147.781   1.5000   0.5000
   56.00    394.081   1.3333   0.3333
  112.00    945.795   1.2000   0.2000
  280.00   2686.919   1.0909   0.0909
P(Kr/2)/P(Kr) = 0.3333
large-a law at a = K r: 295.56 uW
small-a law at a = K r: 295.56 uW
numerical meeting radius of the laws = 28.000 nm
exponent at a = 0.1 K r with r removed = 1.0000
largest relative error of power formula = 2.4e-06
relative shift on halving the mesh = 1.1e-05
INSIDE THE SPHERE
centre above surface at a = K r: 210.0 K
crossover for fixed centre rise = 16.47 nm
NEGLECTED EFFECTS at a = K r
beta = 6.0e-04 1/K: power change +4.1 %
  crossover with this beta = 33.04 nm
cold shell at 200 nm: power change +7.5 %
leads: K 20 W/(m K), radius 10 nm, length 100 nm
  loss through two leads = 75.4 uW, 51 % of P
matrix heat capacity = 1.65 MJ/(m^3 K)
excess heat flow after 50 ns = 3.8 %
sphere heat capacity = 1.30 MJ/(m^3 K), latent heat = 700 MJ/m^3
warm-up and melting energy / P = 0.92 ns
black-body radiation / P = 2.4e-06
mean free path = 1.0 nm; over radius: 0.036 at K r, 0.36 at smallest radius
done: every assertion held
```
